# Why inversion forbids the Pockels effect in silicon but permits Kerr

In the electric-dipole approximation, a uniform electric field cannot change the optical response of bulk silicon in first order. The crystal has inversion centres at the midpoints of its bonds, so the fields $\mathbf F$ and $-\mathbf F$ must produce the same optical tensor. A term linear in the field would change sign between these two cases and therefore vanishes. A quadratic term does not change sign and is allowed.

To express this, let $\eta=\varepsilon^{-1}$ be the optical impermeability, the inverse of the relative permittivity tensor, and let $\mathbf F$ be a uniform static or slowly varying field. For weak fields

$$
\eta_{ij}(\mathbf F)=\eta_{ij}(0)+r_{ijk}F_k+R_{ijkl}F_kF_l+\cdots ,
$$

with repeated indices summed. The tensor $r$ describes the Pockels effect and $R$ the quadratic Kerr effect. The claim is that $r=0$ in silicon, while $R$ may be nonzero. The crystal is taken to be homogeneous and non-magnetic, and light is taken to be far from absorption.

## The selection rule

Consider inversion, $\mathbf x\to-\mathbf x$, applied to the crystal and the field together. This only describes the same experiment in reversed coordinates, so the response must transform as a tensor. With $W=-I$,

$$
\eta(\text{inverted crystal},-\mathbf F)=W\,\eta(\text{crystal},\mathbf F)\,W^{T}=\eta(\text{crystal},\mathbf F),
$$

because the two minus signs cancel. If the inverted crystal coincides with the original one, possibly after a translation, the left side is the response of the original crystal to $-\mathbf F$. The translation does not matter: it adds a constant to the potential of a uniform field and leaves a macroscopic tensor unchanged. Hence

$$
\eta_{ij}(-\mathbf F)=\eta_{ij}(\mathbf F).
$$

Inserting the expansion and comparing linear terms gives $-r_{ijk}F_k=r_{ijk}F_k$ for every $\mathbf F$, so $r_{ijk}=0$. The same comparison removes every odd power. In the quadratic term, $(-F_k)(-F_l)=F_kF_l$, and no restriction follows from inversion.

In index language, a polar tensor of rank $m$ acquires the factor $(-1)^m$. Thus inversion gives $r'=-r$ and $R'=R$, while crystal symmetry demands $r'=r$ and $R'=R$. The word "polar" matters: an axial tensor acquires a further sign, so odd rank alone is not a sufficient criterion.

## Where silicon's inversion centre lies

A silicon atom has four neighbours at the corners of a tetrahedron. Inverting about the atom sends these neighbours to empty positions, so the atom is not an inversion centre. The centre is found from the two-atom cell. Let $\mathbf T$ run over lattice vectors, and place identical atoms at $\mathbf T$ and $\mathbf T+\mathbf d$. Under $\mathbf x\to\mathbf d-\mathbf x$,

$$
\mathbf T\to-\mathbf T+\mathbf d,\qquad
\mathbf T+\mathbf d\to-\mathbf T .
$$

The two sublattices exchange places. The fixed point is $\mathbf x=\mathbf d/2$, the midpoint of a bond. If the sublattices carry different elements, the exchange is no longer a symmetry.

A search over the 48 cubic point operations confirms this: all 48 belong to the diamond structure, but just 24 keep a chosen atom fixed, and inversion is not among them. With unequal atoms, 24 operations remain in total.

The argument did not use the shape of the lattice or the value of $\mathbf d$. Uniform strain changes both, yet two identical atoms per cell still exchange under inversion. The selection rule therefore survives uniform strain, provided that the electronic state keeps the symmetry of the atomic positions. A strain gradient is different, because inversion exchanges its more strained and less strained sides.

## How many constants symmetry allows

Averaging the action of all operations $W$ projects a tensor onto its invariant part. The trace of a projector is the dimension of the space it projects onto, so the number of independent constants is the average trace. For lossless, non-magnetic optics $\eta_{ij}=\eta_{ji}$. If $\lambda_1,\lambda_2,\lambda_3$ are the eigenvalues of $W$, its trace on symmetric pairs is

$$
\chi_s=\sum_{i\le j}\lambda_i\lambda_j
=\frac{(\operatorname{tr}W)^2+\operatorname{tr}W^2}{2}.
$$

The Pockels count is the average of $\chi_s\operatorname{tr}W$. The Kerr count is the average of $\chi_s^2$, since $F_kF_l$ is a symmetric pair too.

The 24 cubic rotations consist of the identity, with $(\operatorname{tr}W,\chi_s)=(3,6)$; eight threefold rotations, with $(0,0)$; three half-turns about cube axes, with $(-1,2)$; six quarter-turns, with $(1,0)$; and six half-turns about face diagonals, with $(-1,2)$. Hence

$$
N_{\rm Kerr}=\frac{36+3\cdot4+6\cdot4}{24}=3 .
$$

Diamond adds the product of each rotation with inversion. This leaves $\chi_s$ unchanged, so $N_{\rm Kerr}$ remains 3. It reverses $\operatorname{tr}W$, so the Pockels contributions cancel in pairs and $N_{\rm Pockels}=0$.

With unequal atoms, the quarter-turns and diagonal half-turns occur only combined with inversion. The diagonal operations then have $\operatorname{tr}W=+1$, and

$$
N_{\rm Pockels}=\frac{18-3\cdot2+6\cdot2}{24}=1 .
$$

The rotations alone, the group 432, give $(18-6-12)/24=0$. An inversion centre is thus sufficient to forbid the Pockels effect, but not necessary. These counts agree with explicit solutions of the symmetry constraints.

## A bond that can be solved

Symmetry says what may exist, not how large it is. A model with four independent bonds per cell supplies a mechanism. The algebra uses atomic units, in which $\hbar=e=4\pi\varepsilon_0=1$. An electron has charge $-1$ and energy $+\mathbf F\cdot\mathbf x$ in the field.

A bond of length $b$ points along the unit vector $\mathbf n$, with its two orbitals at $-b\mathbf n/2$ and $+b\mathbf n/2$. Their energies without a field are $p$ and $-p$, and their coupling is $-h$. The field shifts them by $-u$ and $+u$, where $u=b\,\mathbf n\cdot\mathbf F/2$. With $q=p-u$,

$$
H=\begin{pmatrix}q&-h\\-h&-q\end{pmatrix},\qquad
H^2=(q^2+h^2)I\equiv sI .
$$

The orbital energies are therefore $\pm\sqrt s$, with gap $\Omega=2\sqrt s$. Two electrons of opposite spin fill the lower orbital $|0\rangle$.

The position operator along the bond is $x=-(b/2)\sigma_z$, where $\sigma_z=\mathrm{diag}(1,-1)$. Since $H=q\sigma_z-h\sigma_x$, the lower state has $\langle0|\sigma_z|0\rangle=-q/\sqrt s$. From $\sigma_z^2=I$ and completeness,

$$
|\langle1|\sigma_z|0\rangle|^2=1-\frac{q^2}{s}=\frac{h^2}{s},
\qquad |x_{10}|^2=\frac{b^2h^2}{4s}.
$$

Now add a weak optical field $f\cos\omega t$ along the bond. Apart from the common phase of $|0\rangle$, write the state as $|0\rangle+c|1\rangle$. To first order,

$$
i\dot c=\Omega c+x_{10}f\cos\omega t .
$$

The driven solution is

$$
c=-\frac{x_{10}f}{2}\left(\frac{e^{-i\omega t}}{\Omega-\omega}
+\frac{e^{i\omega t}}{\Omega+\omega}\right).
$$

The induced position is $2\operatorname{Re}(x_{01}c)$. Multiplying by $-1$ for the electron charge and by 2 for the two electrons gives the dipole $A f\cos\omega t$, where

$$
A(q)=\frac{4\Omega|x_{10}|^2}{\Omega^2-\omega^2}
=\frac{2b^2h^2}{\sqrt s\,(4s-\omega^2)},\qquad s=h^2+q^2 .
$$

This holds below resonance, $\omega<\Omega$. Because $q$ enters through $q^2$, $A$ is even. Taking the logarithmic derivative and using $ds/dq=2q$,

$$
A'(q)=-qA(q)\left[\frac1s+\frac{8}{4s-\omega^2}\right].
$$

Differentiating once more at $q=0$, where just the derivative of the prefactor $q$ survives,

$$
A''(0)=-A(0)\left[\frac1{h^2}+\frac8{4h^2-\omega^2}\right].
$$

For equal atoms, $p=0$ and $A'(0)=0$. A field along the bond lowers one end and raises the other; reversing it exchanges the ends and leaves the polarizability unchanged. For unequal atoms one field direction increases the existing energy difference and the other reduces it, so a linear change appears.

## From four bonds to the crystal

The four bond directions are

$$
\frac{(1,1,1)}{\sqrt3},\quad\frac{(1,-1,-1)}{\sqrt3},\quad
\frac{(-1,1,-1)}{\sqrt3},\quad\frac{(-1,-1,1)}{\sqrt3}.
$$

A bond responds to the optical field component along $\mathbf n$ with a dipole along $\mathbf n$. The polarizability of the cell is therefore

$$
a_{ij}(\mathbf F)=\sum_{\mathbf n}n_in_j\,
A\!\left(p-\frac b2\mathbf n\cdot\mathbf F\right).
$$

Expansion in the field gives

$$
a_{ij}=A(p)\sum n_in_j-\frac b2A'(p)F_k\sum n_in_jn_k
+\frac{b^2}{8}A''(p)F_kF_l\sum n_in_jn_kn_l+\cdots .
$$

The first sum is $(4/3)\delta_{ij}$. In the second, each direction has $n_xn_yn_z=1/(3\sqrt3)$, so $\sum n_xn_yn_z=4/(3\sqrt3)\approx0.770$; if an index repeats, the sum vanishes. In the third, each component squared is $1/3$, so the sum is $4/9$ when every Cartesian index occurs an even number of times, and zero otherwise.

The nonzero third-rank sum shows that tetrahedral geometry by itself does not remove the Pockels effect. In this model the factor $A'(p)$ removes it, and that factor vanishes when the atoms are equal.

Neglecting local-field corrections, $\varepsilon=1+4\pi a/V$. The cubic cell edge is $4b/\sqrt3$, and the primitive cell has one quarter of its volume, $V=16b^3/(3\sqrt3)$. Let $\varepsilon_0$ from here on denote the zero-field relative permittivity. To first order in a change $\delta\varepsilon$, the identity $\eta\varepsilon=I$ gives $\delta\eta=-\delta\varepsilon/\varepsilon_0^2$. Thus

$$
r_{xyz}=\frac{4\pi}{V}\,\frac b2\,\frac{4}{3\sqrt3}\,
\frac{A'(p)}{\varepsilon_0^2}.
$$

The minus sign in the field expansion has cancelled the one from inverting $\varepsilon$.

For $p=0$, $\delta\varepsilon$ begins at order $F^2$, so the next term in the inverse begins at $F^4$ and does not affect $R$. The coefficient $(b^2/8)(4/9)=b^2/18$ gives

$$
R_{xxxx}=R_{xxzz}=R_{xyxy}
=-\frac{4\pi}{V}\frac{b^2}{18}\frac{A''(0)}{\varepsilon_0^2}.
$$

For the last component, $F_xF_y$ and $F_yF_x$ both contribute, so $\delta\eta_{xy}=2R_{xyxy}F_xF_y$. The equality of the three constants comes from the model; cubic symmetry allows them to differ.

## A numerical comparison

Take the round parameters $b=2.4$ Å, $h=2$ eV and photon energy $0.8$ eV. They are not fitted to silicon. Compare equal atoms, $p=0$, with unequal atoms, $p=1$ eV. In these units a factor $e^2/(4\pi\varepsilon_{\rm vac})=14.40$ eV Å accompanies $4\pi/V$, where $\varepsilon_{\rm vac}$ is the vacuum permittivity. With $V=42.57$ Å$^3$, the combined factor is $4\pi(14.40)/42.57=4.251$ eV/Å$^2$.

For equal atoms,

$$
A(0)=\frac{2(2.4)^2(2)^2}{2(16-0.64)}=1.500\ \text{Å}^2/\text{eV},
$$

$$
A''(0)=-1.500\left(\frac14+\frac8{15.36}\right)
=-1.156\ \text{Å}^2/\text{eV}^3 .
$$

The permittivity is $1+4.251(4/3)(1.500)=9.502$, and

$$
R=\frac{4.251(2.4)^2(1.156)}{18(9.502)^2}
=0.0174\ \text{Å}^2/\text{V}^2
=1.74\times10^{-22}\ \text{m}^2/\text{V}^2 .
$$

For unequal atoms $s=5$ eV$^2$, $A=1.064$ Å$^2$/eV and $A'=-0.6527$ Å$^2$/eV$^2$. Direct time propagation of the driven bond gives the same $A$ to these digits. With permittivity $7.033$,

$$
r_{xyz}=\frac{4.251(1.2)(0.7698)(-0.6527)}{(7.033)^2}
=-0.0518\ \text{Å/V}=-5.18\ \text{pm/V}.
$$

Finite differences of the numerically computed tensor reproduce both coefficients. For equal atoms they give no linear coefficient, and this was tested for all components.

Apply $F=0.001$ V/Å along $z$. With equal atoms $\delta\eta_{xx}=RF^2=1.74\times10^{-8}$. Since $n=\eta^{-1/2}$, a small change obeys $\delta n=-n^3\delta\eta/2$. The index $n=3.083$ changes by $-2.55\times10^{-7}$.

With unequal atoms $\delta\eta_{xy}=rF=-5.18\times10^{-5}$. This off-diagonal term makes the face diagonals of the $xy$ plane principal axes, with $\delta\eta=\pm rF$. The index $n=2.652$ therefore splits, and its largest principal change is $+4.83\times10^{-4}$, about 1900 times the magnitude of the Kerr change. Doubling the field doubles the Pockels signal and quadruples the Kerr signal, so this ratio belongs to the chosen field.

The index falls in the Kerr case because, in this model, the field separates the orbital energies, widens the gap and weakens the transition. Higher bands, local fields and ionic motion are absent, and so is the repulsion between the two electrons of a bond; an on-site repulsion of $2h$ would reverse the sign of $A''(0)$. Neither the magnitude nor the sign of $R$ is a prediction for silicon.

## Limits in the atomic difference

For small $p$, $A'(p)\approx pA''(0)$. The Pockels coefficient thus disappears linearly as the atoms become equal. Since $A'$ is odd, exchanging the atoms reverses its sign.

In the opposite limit, $p\gg h,\omega$, one has $s\approx p^2$ and

$$
A(p)\approx\frac{b^2h^2}{2p^3},\qquad
A'(p)\approx-\frac{3b^2h^2}{2p^4}.
$$

The permittivity tends to 1 and $r$ tends to zero again. The electrons are then confined to one atom, and this two-orbital bond can hardly polarize. In this purely electronic model $r$ thus vanishes in both limits and is largest in between. The maximum lies at rather strong polarity, because the factor $1/\varepsilon_0^2$ grows as the bond stiffens: the formula for $r_{xyz}$ gives about $-11.7$ pm/V near $p=3$ eV, where the share of charge on one atom, $(1+p/\sqrt s)/2$, is already 92%. The index change, which scales as $n^3r$, is larger at $p=1$ eV than at $p=3$ eV.

## Coupled bonds and broken inversion

The vanishing of $r$ should not depend on treating bonds as independent. Consider a cluster of seven bonds centred on one bond midpoint, with a coupling of magnitude $0.5$ eV between orbitals on the same atom. Its odd response is measured by the largest component of $|a(\mathbf F)-a(-\mathbf F)|/(2F)$ for one field direction off the symmetry axes.

For equal atoms this is about $10^{-12}$ Å$^3$/eV$^2$, consistent with rounding error, while the even response is clearly nonzero. With $p=1$ eV the odd response becomes $0.99$ Å$^3$/eV$^2$. Keeping the atoms equal but making the outer couplings 10% stronger on one side and 10% weaker on the other gives $0.065$ Å$^3$/eV$^2$. This represents the symmetry of a strain gradient, not a calculation of its strength in silicon. The signal needs the coupling on the atoms: independent bonds of equal atoms each have $A'(0)=0$ whatever their $h$, so they give no odd response even when inversion of the whole structure is broken. A surface or an interface can likewise permit a linear response, because its two sides differ.

## A linear signal from the Kerr effect

A static bias can make a centrosymmetric crystal respond linearly to a small additional signal. For parallel fields $F_0+f$,

$$
R(F_0+f)^2=RF_0^2+2RF_0f+Rf^2 .
$$

The effective linear coefficient is $2RF_0$. At $F_0=0.001$ V/Å the model gives $2(0.0174)(0.001)=3.48\times10^{-5}$ Å/V, or $0.00348$ pm/V. Like $R$ itself, this number belongs to the model and not to silicon. It reverses with the bias and vanishes without it. The selection rule remains intact: the bias has singled out a direction, and reversing the total field still leaves $\eta$ unchanged.

Modulation by injected or depleted carriers is a different matter. There the voltage changes the carrier density, so the material is not a fixed bulk crystal responding to a uniform field. Such modulation can be linear in a small voltage change without any intrinsic Pockels coefficient.

The values used here are listed in the numerical output below.

## Computed results

```
SYMMETRY
point operations, equal atoms: 48
point operations, unequal atoms: 24
operations fixing one atom, equal atoms: 24
inversion centre / bond vector: [0.5 0.5 0.5]
Pockels constants, equal atoms: 0
Pockels constants, unequal atoms: 1
Pockels constants, rotations 432 only: 0
Kerr constants, equal atoms: 3
Kerr constants, unequal atoms: 3
inversions after uniform strain, equal atoms: 1
inversions after uniform strain, unequal atoms: 0
MODEL INPUT
bond length b: 2.40 angstrom
bond coupling h: 2.00 eV
half site-energy difference p, unequal atoms: 1.00 eV
photon energy: 0.80 eV
static field: 0.0010 V/angstrom = 1.000e+07 V/m
Coulomb constant: 14.39965 eV angstrom
RESPONSE
primitive-cell volume: 42.5669 angstrom^3
sum of n_x n_y n_z over four bonds: 0.769800
A(0), equal atoms: 1.500000 angstrom^2/eV
A(p), unequal atoms: 1.064442 angstrom^2/eV
A(p), real-time propagation: 1.064443 angstrom^2/eV
A'(p), unequal atoms: -0.652741 angstrom^2/eV^2
A''(0), equal atoms: -1.156250 angstrom^2/eV^3
permittivity, equal atoms: 9.501975
permittivity, unequal atoms: 7.033241
refractive index, equal atoms: 3.082527
refractive index, unequal atoms: 2.652026
largest |r|, equal atoms: 0.0e+00 angstrom/V
r_xyz, unequal, numerical: -0.051818 angstrom/V
r_xyz, unequal, formula: -0.051818 angstrom/V
r_xyz, unequal, converted: -5.1818 pm/V
R_xxxx, equal, numerical: 0.017421 angstrom^2/V^2
R_xxzz, equal, numerical: 0.017421 angstrom^2/V^2
R_xyxy, equal, numerical: 0.017421 angstrom^2/V^2
R, equal, formula: 0.017421 angstrom^2/V^2
R, equal, converted: 1.7421e-22 m^2/V^2
Kerr change of eta_xx, equal atoms: 1.7421e-08
Pockels change of eta_xy, unequal atoms: -5.1818e-05
field exponent, equal atoms: 2.00000
field exponent, unequal atoms: 1.00000
index change, equal atoms: -2.5513e-07
largest principal index change, unequal: 4.8322e-04
bias-induced linear slope, equal: 3.4841e-05 angstrom/V
COUPLED CLUSTER
coupling between hybrids on one atom: 0.50 eV
fractional coupling gradient: 0.10
odd response, equal atoms: 1.7e-12 angstrom^3/eV^2
odd response, unequal atoms: 0.99363 angstrom^3/eV^2
odd response, graded couplings: 0.06483 angstrom^3/eV^2
even response, equal atoms: 0.64379 angstrom^4/eV^3
```
